\section*{Russian roulette in ion-implantation Monte Carlo: weights, scores and cost}

\section*{Problem}

In a Monte Carlo simulation of ion implantation, a history is the simulated path of one ion, and its weight is the number by which its scores are multiplied. To save computing time, a history of weight 1 is put through Russian roulette. With probability $1/5$ it continues with weight 5; otherwise it is ended and has weight 0. Let $W$ be the weight after the roulette.

\begin{enumerate}
\item[(a)] Show that $W$ has mean 1 and variance 4. Find the survivor weight and the variance for a general starting weight $w>0$ and survival probability $0<p\le 1$, if the mean weight is to be preserved.
\item[(b)] A run of $N=10\,000$ independent histories represents a boron dose of $10^{13}\ \mathrm{cm^{-2}}$. Every history plays roulette once, at the start. By how much does the represented dose fluctuate?
\item[(c)] Let $X$ be the score that a history would give at unit weight if it were always followed. Find the mean and variance of $WX$. Take the stopping depth as Gaussian with mean 110 nm and standard deviation (straggle) 40 nm, and find the boron concentration between 150 and 160 nm with its relative statistical error, with and without roulette.
\item[(d)] Suppose that one random number $u$, uniform on $(0,1)$, decides both survival ($u<1/5$) and depth (in the Gaussian model, a fraction $u$ of the ions stop at smaller depths than the one chosen). What becomes of the score in (c)?
\item[(e)] Can roulette of every history make the calculation more efficient? Now let 10\% of the ions be channelled, with stopping depths beyond 110 nm distributed exponentially with decay length 60 nm, while the rest keep the Gaussian. Find the gain for the bin from 250 to 260 nm if only the non-channelled ions play.
\item[(f)] Estimate what the Gaussian model of (c) leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The weight}

The mean is taken over the roulette draw, with the history's state before the draw held fixed. From the two outcomes,
\begin{equation}
E[W]=\frac15\cdot 5+\frac45\cdot 0=1 ,\qquad
E[W^2]=\frac15\cdot 5^2+\frac45\cdot 0^2=5 .
\end{equation}
The variance is the mean squared deviation. Expanding the square and using $E[W]=1$ gives
\begin{equation}
\operatorname{Var}W=E[(W-1)^2]=E[W^2]-2E[W]+1=5-2+1=4 .
\end{equation}
The deviations show where this comes from. A survivor lies 4 above the mean and contributes $\frac15\cdot 4^2=\frac{16}{5}$; an ended history lies 1 below it and contributes $\frac45\cdot(-1)^2=\frac45$. The sum is 4, so the rare survivors supply four fifths of the variance.

In the general case let the survivor weight be $w'$. Preserving the mean requires $pw'=w$, hence $w'=w/p$. Then
\begin{equation}
\operatorname{Var}W=p\left(\frac wp\right)^2-w^2=w^2\left(\frac1p-1\right).
\label{eq:general}
\end{equation}
For $w=1$ and $p=1/5$ this is $5-1=4$. At $p=1$ nothing is ended and the variance vanishes. As $p\to0$ it grows as $w^2/p$: the mean is then carried by ever rarer and heavier survivors.

The mean is preserved as an expectation. No single outcome has weight 1, and the total weight of a finite run is in general changed.

\subsection*{(b) The represented dose}

Let $S=\sum_{i=1}^N W_i$. Means add, and variances add because the draws are independent:
\begin{equation}
E[S]=N,\qquad \operatorname{Var}S=4N,\qquad
\frac{\sqrt{\operatorname{Var}S}}{E[S]}=\frac{2\sqrt N}{N}=\frac{2}{\sqrt N}.
\end{equation}
For $N=10\,000$ the standard deviation of the total weight is $2\times100=200$, or 2\% of its mean. One unit of weight represents $10^{13}/10^4=10^9\ \mathrm{cm^{-2}}$, so the represented dose fluctuates by $200\times10^9=2\times10^{11}\ \mathrm{cm^{-2}}$. This is noise of the calculation, not a dose variation on the wafer. It arises when scores are divided by $N$, as is done throughout this solution; a profile rescaled to the total weight $S$ has the stated dose by construction.

\subsection*{(c) The score}

Assume that the roulette draw is independent of the later flight and that $E[X^2]$ is finite. Expectations of products then factorize:
\begin{align}
E[WX]&=E[W]\,E[X]=E[X],\\
\operatorname{Var}(WX)&=E[W^2]\,E[X^2]-(E[X])^2\nonumber\\
&=5E[X^2]-(E[X])^2\nonumber\\
&=\operatorname{Var}X+4E[X^2].
\label{eq:score}
\end{align}
The last line uses $\operatorname{Var}X=E[X^2]-(E[X])^2$. The weight variance 4 thus multiplies the mean squared score, not the score variance. If $X=1$ for every history, there is no variance without roulette, and the whole variance 4 comes from the weight.

For a depth bin, let $X=1$ if the ion stops inside and $X=0$ otherwise, and let $q$ be the probability of stopping inside. Since $X^2=X$, both $E[X]$ and $E[X^2]$ equal $q$. The variance is $q-q^2$ without roulette and $5q-q^2$ with it.

The edges at 150 and 160 nm lie $40/40=1$ and $50/40=1.25$ standard deviations above the mean depth. With $\Phi$ the cumulative standard normal distribution,
\begin{equation}
q=\Phi(1.25)-\Phi(1)=0.0530 .
\end{equation}
The bin is $10\ \mathrm{nm}=10^{-6}\ \mathrm{cm}$ wide, so the concentration is
\begin{equation}
\frac{10^{13}\ \mathrm{cm^{-2}}\times0.0530}{10^{-6}\ \mathrm{cm}}
=5.3\times10^{17}\ \mathrm{cm^{-3}} .
\end{equation}
The variance of an average over $N$ independent histories is the single-history variance divided by $N$. The errors relative to the mean score $q$ are therefore
\begin{align}
\text{without roulette:}\quad &\sqrt{\frac{q-q^2}{Nq^2}}=\sqrt{\frac{1-q}{Nq}}=4.2\%,\\
\text{with roulette:}\quad &\sqrt{\frac{5q-q^2}{Nq^2}}=\sqrt{\frac{5-q}{Nq}}=9.7\% .
\end{align}
In concentration these are $2.2\times10^{16}$ and $5.1\times10^{16}\ \mathrm{cm^{-3}}$, at the same number of starting histories. For $q\ll1$ the ratio of the errors tends to $\sqrt5\approx2.24$. The reason is visible in the counts: about 530 expected hits of weight 1 are replaced by about 106 hits of weight 5.

\subsection*{(d) One random number used twice}

Small $u$ now means both survival and a shallow depth. The survivors are the shallowest fifth of the ions, and all of them stop at less than the mean depth. None reaches the bin from 150 to 160 nm, so its score is zero instead of 0.053.

The mirror bin, from 60 to 70 nm, has the same true probability $q$ by the symmetry of the Gaussian. Its deeper edge is one standard deviation on the shallow side of the mean, and about 16\% of the ions stop at smaller depths than this edge. As 16\% is less than 20\%, every ion belonging to the bin survives and scores 5. The mean score is $5q=0.265$, five times too large.

The weight itself still has mean 1 and variance 4. What has failed is the factorization $E[WX]=E[W]E[X]$. A correct mean weight does not by itself give an unbiased score, and more histories do not remove this error.

\subsection*{(e) When roulette pays}

At fixed computing time, the number of histories is inversely proportional to the mean time per history. The variance of the final average is then proportional to the single-history variance times that mean time, and this product measures the cost of a given accuracy.

First let every history play, with $\operatorname{Var}X>0$. From (\ref{eq:score}),
\begin{equation}
\frac{\operatorname{Var}(WX)}{\operatorname{Var}X}
=1+\frac{4E[X^2]}{\operatorname{Var}X}\ge5 ,
\end{equation}
because $E[X^2]=\operatorname{Var}X+(E[X])^2\ge\operatorname{Var}X$. Let a history take mean time $t_0$ before the roulette and $t_1$ after it if followed, and let the draw be independent of the later time as well. The time ratio is
\begin{equation}
\frac{t_0+t_1/5}{t_0+t_1}
=\frac15+\frac{4}{5}\,\frac{t_0}{t_0+t_1}\ge\frac15 .
\end{equation}
The product of the two ratios is at least $5\times\frac15=1$, so roulette of every history cannot improve the efficiency. For the bin in (c), even with $t_0=0$, the product is
\begin{equation}
\frac15\,\frac{5q-q^2}{q-q^2}=\frac{5-q}{5(1-q)}=1.045 ,
\end{equation}
a loss of about 4\%. This loss belongs to division by $N$. Dividing by the total weight $S$ instead gives a plain average over the roughly $N/5$ followed histories, with relative error about $\sqrt{5(1-q)/(Nq)}=9.5\%$ and a product of about 1: no loss, but no gain either.

Now let only a class $B$ play, while class $A$ keeps weight 1. The class must be known before the draw. Write $E[X^2;B]$ for the mean of $X^2$ with histories outside $B$ counted as zero. Then
\begin{align}
E[W^2X^2]&=E[X^2;A]+5E[X^2;B]=E[X^2]+4E[X^2;B],\\
\operatorname{Var}(WX)&=\operatorname{Var}X+4E[X^2;B].
\end{align}
The second line follows by subtracting $(E[X])^2$, since the mean score is unchanged. For a rarely hit bin with scores 0 and 1, $\operatorname{Var}X\approx E[X^2]=q$. The relative increase of the variance is then about four times the share of the hits that come from $B$, however many histories $B$ contains.

Here $A$ is the channelled tenth and $B$ the rest. Their probabilities of stopping between 250 and 260 nm are
\begin{align}
q_A&=e^{-140/60}-e^{-150/60}=1.49\times10^{-2},\\
q_B&=\Phi(3.75)-\Phi(3.5)=1.44\times10^{-4},
\end{align}
and for all ions $q=0.1\,q_A+0.9\,q_B=1.62\times10^{-3}$. The added variance is $4\times0.9\,q_B=5.2\times10^{-4}$, which raises the variance by a factor 1.32.

If the time before the roulette is negligible and all followed histories cost the same, the time falls to $0.1+0.9/5=0.28$ of its former value. The efficiency gain is
\begin{equation}
\frac{1}{1.32\times0.28}=2.7 .
\end{equation}
If a channelled history costs twice as much as another, the time ratio is $(0.2+0.18)/(0.2+0.9)=0.345$ and the gain is 2.2. Both figures assume that every channelled ion is recognised before the draw. In a real implant some ions are scattered into channels only later. If half of the channelled ions are of this kind and therefore play too, then at equal costs the variance rises by a factor 3.16, the time ratio is $0.05+0.95/5=0.24$, and the gain is only 1.3.

The gain also belongs to this bin: for a shallow bin filled mainly by class $B$, the same roulette adds much more variance.

\subsection*{(f) The model beside a real implant}

The depth and straggle are rough values for boron implanted into silicon at about 30 keV. The following estimates also use rough inputs. Changes of $q$ refer to the bin from 150 to 160 nm, with each effect applied separately.

\begin{itemize}
\item The Gaussian places 0.3\% of the ions outside the surface. This is the tail of the model, not the backscattered share of a real implant, which for these conditions is of order 1\%.
\item A skewness $\gamma=-0.5$ can be modelled by multiplying the standard normal density in $z$, the depth measured from the mean in units of the straggle, by $1+\gamma(z^3-3z)/6$. Numerical integration over the bin raises $q$ by 16\%. The factor turns negative beyond about 219 nm, so this form serves for the present bin but not for the deep tail. Densities with the same skewness that are nowhere negative (skew-normal, Pearson III) give 18 to 19\%, so the figure is only a rough one.
\item The channelled tenth of part (e) raises $q$ by 5\%.
\item A short anneal with an rms diffusion length of 10 nm widens the straggle to $\sqrt{40^2+10^2}=41$ nm and raises $q$ by 0.7\%.
\end{itemize}

Skewness is the largest of these for this bin. It would lower the relative error with roulette from 9.7\% to about 9.0\%. In the deep bin of part (e) most hits come from channelled ions: the model with a channelled tenth gives 11 times the probability of the Gaussian alone. The channelled share in a real implant depends on beam alignment and crystal damage, so this factor is an illustration, not a prediction.

Damage can also break the independence of histories. Suppose that each ion leaves 8 keV for displacing atoms, after the electronic losses of the recoils, and that displacing one atom takes 15 eV. The estimate $0.4\times8000/15$ gives 213 displaced atoms per ion, with recombination ignored. Averaged over the first 200 nm at the stated dose, they make up
\begin{equation}
\frac{213\times10^{13}\ \mathrm{cm^{-2}}}
{(2\times10^{-5}\ \mathrm{cm})(5.0\times10^{22}\ \mathrm{cm^{-3}})}
\approx0.2\%
\end{equation}
of the silicon atoms. If the simulation lets this damage deflect later ions, scores of different histories become correlated, and their variances no longer simply add. The size of that correlation is not calculated here.

None of these effects changes part (a). The mean 1 and variance 4 follow from the two roulette outcomes alone, whatever the ion does afterwards.
